# Electron injection probability from the quantum yield of silicon photodissolution

## Problem

An n-type silicon electrode dissolves under illumination in a dilute fluoride electrolyte. Each silicon atom leaves the surface after four one-electron oxidation steps. The first step captures a photogenerated hole from the valence band. Each of the three later steps can happen in two ways: the partly oxidized atom injects an electron into the conduction band, with probability $p$, or it captures another hole, with probability $1-p$. The value of $p$ is the same for the three steps, which are independent of one another; it need not be one half.

The quantum yield $Q$ is the number of elementary charges that pass through the electrode per photogenerated hole reaching the surface, in steady state. The measured value is $Q=2$.

1. Find $p$.
2. Find how the yield responds if the light is made stronger or weaker.
3. For an absorbed power of 1.0 mW/cm², a photon energy of 2.0 eV and a photocurrent of 1.00 mA/cm², find the etch rate, and judge how far neglected effects move $p$.

Assume at first that each absorbed photon makes one hole, that every hole reaches the surface and is used in dissolution, and that there is no dark current. The algebra is in atomic units, where $e=1$ and a current density is a number of charges per area and time.

## First estimate by scaling

Both kinds of step add to the current with the same sign. A hole captured at the surface carries positive charge out of the silicon. An injected electron moves from the surface into the bulk, which is also a positive current towards the electrolyte. Each step therefore counts as $+1$.

Suppose that a captured hole is followed by a run of injections, and ignore the fact that the atom is used up after four steps. The run reaches at least one injection with probability $p$, at least two with probability $p^2$, and so on. The mean charge per hole is then

$$Q_{\rm est}=1+p+p^2+\dots=\frac{1}{1-p}.$$

Solving for the probability gives

$$p_{\rm est}=1-\frac1Q .$$

This is the fraction of all charges that are injected electrons, since $1/Q$ is the fraction that are holes. For $Q=2$ half of the charges are injected, and the estimate is $p_{\rm est}=1/2$.

The estimate cannot hold near $p=1$, where it lets the yield grow without limit. An atom that gives up four charges and needs at least one hole cannot yield more than four charges per hole.

## Exact solution

**Holes used by one atom.** Let $\xi_i=1$ if step $i$ injects an electron and $\xi_i=0$ if it captures a hole, for $i=2,3,4$. The number of holes used is

$$N=1+\sum_{i=2}^{4}(1-\xi_i).$$

The mean of $\xi_i$ is $1\cdot p+0\cdot(1-p)=p$. The mean of a sum is the sum of the means, so

$$\langle N\rangle=1+3(1-p)=4-3p .$$

**Charge per hole.** Let $M$ atoms dissolve. They pass $4M$ charges and use $N_1+\dots+N_M$ holes. For large $M$ the hole total approaches $M\langle N\rangle$, and

$$Q=\frac{4M}{M\langle N\rangle}=\frac{4}{4-3p}. \tag{1}$$

**Inversion.** Multiply (1) by its denominator to get $4Q-3pQ=4$, so that $3pQ=4(Q-1)$ and

$$p=\frac{4(Q-1)}{3Q}=\frac43\left(1-\frac1Q\right). \tag{2}$$

For $Q=2$,

$$p=\frac{4\cdot1}{3\cdot2}=\frac23 .$$

An average atom then uses $4-3\cdot\frac23=2$ holes and injects two electrons. At $p=0$ every step needs a hole and $Q=1$; at $p=1$ one hole dissolves the whole atom and $Q=4$. A yield outside $1\le Q\le4$ would contradict the model.

**Why the totals must be divided.** The yield is a ratio of totals, and it differs from the average of $4/N$ taken atom by atom. With $q=1-p$, the number $b$ of later steps that capture a hole has the binomial distribution, and $N=1+b$. Since

$$\frac{4}{1+b}\binom3b=\binom4{b+1},$$

setting $m=b+1$ gives

$$\left\langle\frac4N\right\rangle=\sum_{b=0}^{3}\binom4{b+1}q^bp^{3-b}
=\frac1q\sum_{m=1}^{4}\binom4m q^mp^{4-m}.$$

The sum lacks only the term $m=0$ of $(q+p)^4=1$, which is $p^4$. Hence

$$\left\langle\frac4N\right\rangle=\frac{1-p^4}{1-p}=1+p+p^2+p^3 .$$

Setting this equal to 2 would give $p=0.544$, but by (1) the yield at that probability is 1.69. The atomwise average gives an atom that used one hole the same weight as an atom that used four, whereas the experiment counts holes.

The same expression has a second meaning: it is the mean charge started by the *first* hole of an atom. That hole contributes 1, and the run of injections after it reaches lengths one, two and three with probabilities $p$, $p^2$ and $p^3$. At $p=2/3$ this is 2.41 charges, more than the measured yield. Later holes start fewer charges because fewer steps remain.

Adding up all holes restores (1). An atom always uses a hole for its first step, and it uses one for each of steps 2, 3 and 4 with probability $1-p$. Holes used at these three steps start on average $1+p+p^2$, $1+p$ and $1$ charges. The total per atom is

$$(1+p+p^2+p^3)+(1-p)\big[(1+p+p^2)+(1+p)+1\big].$$

Multiplying out the second part gives $(1-p^3)+(1-p^2)+(1-p)$, and all powers of $p$ cancel. What remains is 4 charges, supplied by $4-3p$ holes.

## Comparison of the two results

Equation (2) says that

$$p=\frac43\,p_{\rm est}$$

for every allowed yield. The estimate has the right dependence on $Q$ but is low by one quarter of the exact value: $1/2$ against $2/3$.

The factor has a simple origin. The fraction of charges that are injected is $1-1/Q$. Only three steps in four are open to injection, because the first step of each atom must take a hole. The injected fraction is therefore $\frac34p$, while the estimate set it equal to $p$. If an atom needed $n$ steps with the same rule, the factor would be $n/(n-1)$, which tends to 1 for long sequences. Four steps are too few for that limit.

## What the yield does and does not determine

If the three steps have different injection probabilities $p_2,p_3,p_4$, the same addition of means gives

$$Q=\frac{4}{4-(p_2+p_3+p_4)} .$$

This holds even if the steps are correlated, since the mean of a sum does not require independence. A yield of 2 fixes the sum at 2, and so fixes the mean probability at $2/3$. Two certain injections and one certain hole capture give the same yield as three steps with $p=2/3$. The equality of the three probabilities is an assumption that this measurement cannot confirm.

The two cases differ in the spread of $N$. With equal, independent steps the probabilities of using 1, 2, 3 and 4 holes are

$$p^3=0.296,\quad 3p^2(1-p)=0.444,\quad 3p(1-p)^2=0.222,\quad (1-p)^3=0.037,$$

and the variance is $3p(1-p)=2/3$. In the other case every atom uses two holes and the variance is zero.

An error in the yield carries over through the derivative of (2),

$$\frac{dp}{dQ}=\frac{4}{3Q^2}=\frac13\quad\text{at }Q=2 .$$

An error of 0.1 in $Q$ moves $p$ by about 0.033.

## Dependence on light and temperature

The probability $p$ is the outcome of a competition. Let an intermediate inject at rate $k$ and capture a hole at rate $h$. In a short time $dt$ the two events have probabilities $k\,dt$ and $h\,dt$, so the event that ends the wait is an injection with probability

$$p=\frac{k}{k+h}.$$

Assume further that an atom which has not yet been oxidized captures holes at the same rate $h$, and that $k$ is the same for all three intermediates. Every surface site, whatever its state, then captures holes at rate $h$. The hole flux per site is $h$, and because all photogenerated holes are used, $h$ is proportional to the light.

Inserting $p$ in (1) and multiplying numerator and denominator by $k+h$ gives

$$Q=\frac{4(k+h)}{4(k+h)-3k}=\frac{4(k+h)}{k+4h}. \tag{3}$$

In weak light an intermediate has time to inject before the next hole arrives, and $Q\to4$. In strong light holes win and $Q\to1$, as long as every hole is still used in dissolution. A real electrode leaves this regime when oxide removal or transport in the electrolyte limits the current; equation (3) then no longer applies.

At the measured point $k/h=p/(1-p)=2$. Doubling the light at fixed temperature makes $k/h=1$, and (3) gives $Q=8/5=1.6$. The photocurrent then rises by a factor $2\times1.6/2=1.6$ rather than 2. At one tenth of the light, $k/h=20$ and $Q=84/24=3.5$. These two values rest on the assumption that fresh atoms and intermediates capture holes equally fast. If fresh atoms capture a hundred times more slowly, the yields become about 1.68 and 3.3; if a hundred times faster, about 1.50 and 4.0. The direction of the change is the same in every case. In this rate law the value $p=2/3$ thus belongs to one light intensity. A yield that stayed near 2 while the light was changed tenfold would contradict this rate law, which gives all intermediates the same $k$ and the same $h$. It could still arise from unequal rates: if two intermediates inject much faster than they capture holes, and the third much more slowly, the yield stays close to 2 over a wide range of light. The same plateau appears if each atom leaves after two charges, one hole followed by one fast injection, a case treated below; the yield alone cannot tell the two apart.

Temperature acts through $k$. Take a thermally activated injection with an assumed barrier of 0.4 eV and a constant prefactor. Warming the bath from 298 K to 308 K at fixed hole flux multiplies $k$ by

$$\exp\left[\frac{0.4\ \text{eV}}{k_{\rm B}}\left(\frac1{298\ \text K}-\frac1{308\ \text K}\right)\right]=1.66 .$$

The ratio $k/h$ becomes 3.32, so that $p=0.768$ and $Q=2.36$. The barrier is only illustrative. If the hole flux of the worked example below is spread over all atoms of a (100) surface, $h\approx4.6$ s⁻¹ and $k\approx9$ s⁻¹, so 0.4 eV implies a prefactor near $5\times10^7$ s⁻¹, far below the usual $6\times10^{12}$ s⁻¹. With the usual prefactor the barrier would be about 0.70 eV, the factor 2.4 and $Q\approx2.64$. For barriers of this size, a yield quoted without its temperature is incomplete.

## Worked numbers

The inputs are round values chosen for illustration. One hole per absorbed photon of 2.0 eV gives a hole current of

$$j_h=\frac{1.0\ \text{mW/cm}^2}{2.0\ \text V}=0.500\ \text{mA/cm}^2,$$

which is a flux of $3.12\times10^{15}$ holes per cm² and second. The yield is $Q=1.00/0.500=2.00$, the measured value of the problem.

Each atom passes four charges, so the dissolved flux is the photocurrent divided by $4e$, or $1.56\times10^{15}$ atoms per cm² and second. The cubic cell of silicon holds 8 atoms and has an edge of about 5.43 angstrom, which gives $5.00\times10^{22}$ atoms per cm³. The etch rate is

$$v=\frac{1.56\times10^{15}}{5.00\times10^{22}}\ \text{cm/s}=0.312\ \text{nm/s},$$

or 3.12 angstrom/s. In 1000 s the surface recedes by 312 nm.

One photon cannot be the source of the extra charge by making two electron-hole pairs. Two pairs need at least twice the gap, about 2.24 eV, and the photon has 2.0 eV. The values used here and below are listed in the numerical output.

## How far neglected effects move the result

**Two-electron dissolution.** Let a fraction $x$ of the atoms leave after two charges; their remaining oxidation is chemical and evolves hydrogen. The mean number of charges per atom is

$$n=4(1-x)+2x=4-2x .$$

If the later steps of both kinds of atom have the same $p$, the mean number of holes is $1+(n-1)(1-p)=n-(n-1)p$. Then

$$Q=\frac{n}{n-(n-1)p},\qquad p=\frac{n}{n-1}\left(1-\frac1Q\right).$$

For $x=0.2$, $n=3.6$ and $p=(3.6/2.6)\times0.5=0.692$. For $x=1$, $n=2$ and $p=1$: every atom takes one hole and injects one electron. The same yield of 2 is therefore compatible with any $p$ from $2/3$ to 1, depending on $x$. The dissolved mass decides between these cases. At the same current and time, pure two-electron dissolution would remove as much silicon as a solid layer of 625 nm, instead of 312 nm. The depth of attack can replace the mass only if no porous layer is left behind.

**Reflection.** If the stated power was incident rather than absorbed, part of it never entered the silicon. At normal incidence the tangential fields match when $1+r=t$ and $n_w(1-r)=n_st$, where $r$ and $t$ are the reflected and transmitted amplitudes, and $n_w$ and $n_s$ the refractive indices of water and silicon. Eliminating $t$ gives $r=(n_w-n_s)/(n_w+n_s)$. With rough indices 1.33 and 3.9, and absorption neglected in the matching, $r^2=0.241$. The yield per absorbed photon becomes $2/(1-0.241)=2.64$, and $p$ rises to 0.828.

**Lost holes.** Light is absorbed over a length $\ell$. Assume that holes made within the depletion width $W$ all reach the surface. A deeper hole at depth $z$ must diffuse to the edge at $W$ before it recombines. Its chance $f(z)$ obeys $L^2f''=f$, where $L$ is the diffusion length. With $f(W)=1$ and $f\to0$ far inside, $f=e^{-(z-W)/L}$. The collected fraction is

$$\eta=1-e^{-W/\ell}+\int_W^\infty\frac{e^{-z/\ell}}{\ell}\,e^{-(z-W)/L}\,dz .$$

The integral equals $e^{-W/\ell}L/(L+\ell)$. Since $1-L/(L+\ell)=\ell/(L+\ell)$,

$$\eta=1-\frac{e^{-W/\ell}}{1+L/\ell}.$$

For $\ell=2500$ nm, $W=800$ nm and $L=100000$ nm, $\eta=0.982$. The yield per collected hole is 2.04 and $p=0.678$. The shift is this small only for a long diffusion length and a wafer much thicker than $L$; with $L=10000$ nm the same formula gives $\eta=0.855$ and $p=0.76$. Recombination at the surface itself is left out and would raise $p$ further.

**Dark current.** If the stated 1.00 mA/cm² is the total current under illumination, an assumed dark current of 0.01 mA/cm² must be subtracted from it. It lowers $Q$ to 1.98 and $p$ to 0.660.

**The real electrode.** Illuminated n-type silicon in fluoride solutions does show more than one charge per absorbed photon, with yields approaching four in weak light. In dilute fluoride the yield is reported to fall towards two in stronger light while hydrogen evolves, which points to two-electron dissolution and to unequal injection rates; equation (3), with one $k$ and a fixed valence of four, does not describe this behaviour. The premise most open to doubt is the four-electron count. In concentrated hydrofluoric acid, at currents of the order used here, porous silicon forms and the dissolution is closer to two charges per atom, which would move $p$ from $2/3$ towards 1. The four-electron reading is better suited to a surface that is polished and not made porous. If oxide removal then limits the current, however, some holes are not used in dissolution and the yield no longer gives $p$. The valence should be measured in either case. Of the optical and electrical corrections sized here, reflection is the largest, and it disappears if the power is truly the absorbed power. With absorbed light, a current limited by the supply of holes, a confirmed valence of four and small recombination losses, a yield of 2 means a mean injection probability of about 0.67 at that light intensity and temperature.

## Table of computed values

```
absorbed power: 1.0 mW/cm2
photon energy: 2.0 eV
photocurrent: 1.00 mA/cm2
hole flux: 3.121e+15 1/(cm2 s)
hole current: 0.500 mA/cm2
quantum yield Q: 2.000 charges per hole
injection probability p: 0.6667
mean holes per atom: 2.000
mean injected electrons per atom: 2.000
probability of 1 hole(s) per atom: 0.2963
probability of 2 hole(s) per atom: 0.4444
probability of 3 hole(s) per atom: 0.2222
probability of 4 hole(s) per atom: 0.0370
variance of holes per atom: 0.6667
slope dp/dQ at Q=2: 0.3333
change of p for Q error 0.1 (linear): 0.0333
charge started by first hole at this p: 2.4074
wrong p from atom-by-atom average: 0.5437
true yield at that wrong p: 1.6885
lattice constant (rough): 5.43 angstrom
atoms per cubic cell: 8
silicon atom density: 4.997e+22 1/cm3
dissolved atom flux: 1.560e+15 1/(cm2 s)
etch rate: 0.3123 nm/s
etch rate converted: 3.123 angstrom/s
etching time: 1000 s
depth, four charges per atom: 312.3 nm
depth, two charges per atom: 624.6 nm
twice the gap (rough): 2.24 eV
refractive indices Si, water (rough): 3.9, 1.33
reflectance: 0.241
if power was incident: Q 2.637, p 0.828
absorption length, depletion width, diffusion length: 2500, 800, 100000 nm
collected fraction of holes: 0.9823
corrected for collection: Q 2.036, p 0.678
dark current (assumed): 0.01 mA/cm2
corrected for dark current: Q 1.980, p 0.660
two-charge atom fraction (assumed): 0.2
p with that fraction at the same Q: 0.6923
rate ratio k/h: 2.000
Q at twice the light: 1.600
Q at one tenth of the light: 3.500
injection barrier (assumed): 0.4 eV
bath temperatures: 298, 308 K
injection speed-up on warming: 1.658
warmer bath: Q 2.360, p 0.768
```
